# Vibration-Rotation Constants and Semi-Experimental Equilibrium Structures

A rotational spectrum gives constants averaged over zero-point motion, whereas an equilibrium structure belongs to the minimum of the potential. The task is to calculate the difference and use it to find the structure.

Consider a semirigid, nonlinear molecule in a nondegenerate electronic state, with nondegenerate vibrations. Set $\hbar=1$. The axes $a,b,\dots$ are the principal axes at equilibrium, with moments $I_b$ and constants $B_b=1/(2I_b)$, so a rigid rotor has energy $\sum_b B_bJ_b^2$. For atom $i$ let $\mathbf e_i=\sqrt{m_i}\,\mathbf r_i^{e}$, and write its mass-weighted displacement as $\mathbf d_i=\sum_k\mathbf l_{ik}Q_k$, with orthonormal normal modes. The origin is the centre of mass, and the Eckart condition $\sum_i\mathbf e_i\times\mathbf l_{ik}=0$ fixes the rotating frame. Define

$$a_k^{ab}=\frac{\partial I_{ab}}{\partial Q_k}\Big|_e,\qquad \zeta_{kl}^b=\sum_i(\mathbf l_{ik}\times\mathbf l_{il})_b,$$

$$V=\tfrac12\sum_k\omega_k^2Q_k^2+\tfrac16\sum_{klm}\Phi_{klm}Q_kQ_lQ_m+\dots$$

## (a) How does the rotational energy depend on the normal coordinates?

**Solution.** In a frame turning with angular velocity $\mathbf w$, the mass-weighted velocity is $\mathbf w\times(\mathbf e_i+\mathbf d_i)+\dot{\mathbf d}_i$. Squaring, and using the Eckart condition in the cross term, gives

$$2T=\mathbf w^TI(Q)\mathbf w+2\mathbf w^Tz\dot Q+\dot Q^T\dot Q,\qquad z_{bl}=\sum_k\zeta_{kl}^bQ_k.$$

The momenta are $P=\dot Q+z^T\mathbf w$ and $\mathbf J=I\mathbf w+z\dot Q=(I-zz^T)\mathbf w+zP$. With $\pi_b=\sum_{kl}\zeta^b_{kl}Q_kP_l$ and $I'=I-zz^T$, this means $\mathbf J-\boldsymbol\pi=I'\mathbf w$. Since $P^TP=\dot Q^T\dot Q+2\mathbf w^Tz\dot Q+\mathbf w^Tzz^T\mathbf w$,

$$H=\tfrac12(\mathbf J-\boldsymbol\pi)^T\mu(\mathbf J-\boldsymbol\pi)+\tfrac12P^TP+V,\qquad\mu=I'^{-1}.$$

Quantization adds the scalar $-\frac18\sum_a\mu_{aa}$, a known result used here without proof. It contains no $\mathbf J$.

To find $I'$, regard $X_a=\{\mathbf n_a\times(\mathbf e_i+\mathbf d_i)\}$ as a vector in the space of all atomic displacements, where $\mathbf n_a$ is a unit axis vector. Then $I_{ab}=X_a\cdot X_b$. The component of $X_a$ along mode $m$ is $z_{am}$, so subtracting $zz^T$ removes the vibrational part. The translational part is zero in the centre-of-mass frame. The rotational part remains, spanned by $R_c=\{\mathbf n_c\times\mathbf e_i\}$, whose overlaps are $R_c\cdot R_d=(I_e)_{cd}$. Furthermore,

$$X_a\cdot R_c=(I_e)_{ac}+\sum_i(\mathbf n_a\times\mathbf d_i)\cdot(\mathbf n_c\times\mathbf e_i).$$

The last sum is symmetric in $a,c$, because its antisymmetric part is a component of $\sum_i\mathbf e_i\times\mathbf d_i=0$. It is therefore half the linear change of $I_{ac}$. With $h=\frac12\sum_ka_kQ_k$, projection gives

$$I'=(I_e+h)I_e^{-1}(I_e+h),\qquad \mu=(I_e+h)^{-1}I_e(I_e+h)^{-1}.$$

Insert $(I_e+h)^{-1}=I_e^{-1}-I_e^{-1}hI_e^{-1}+I_e^{-1}hI_e^{-1}hI_e^{-1}-\dots$. The linear term occurs twice. The quadratic term occurs three times: once from each outer factor and once from their product. Hence

$$\mu=I_e^{-1}-\sum_kI_e^{-1}a_kI_e^{-1}Q_k+\tfrac34\sum_{kl}I_e^{-1}a_kI_e^{-1}a_lI_e^{-1}Q_kQ_l+\dots$$

## (b) What does harmonic motion contribute through the quadratic term?

**Solution.** In a harmonic state $\langle Q_kQ_l\rangle=\delta_{kl}(v_k+\frac12)/\omega_k$. The coefficient of $J_b^2$ in $H$ is $\frac12\mu_{bb}$, so mode $r$ changes $B_b$ by

$$\frac12\cdot\frac34\sum_a\frac{(a_r^{ab})^2}{I_b^2I_a}\frac{v_r+\frac12}{\omega_r}
=\frac{2B_b^2}{\omega_r}\sum_a\frac{3(a_r^{ab})^2}{4I_a}\left(v_r+\tfrac12\right),$$

where $1/I_b^2=4B_b^2$. This is never negative, because it is a sum of squares with positive coefficients. Off-diagonal averages tilt the principal axes slightly. Their energy effect is of second order if the rotational constants differ by much more than these corrections.

## (c) What does Coriolis coupling contribute?

**Solution.** At equilibrium $\mu$ is diagonal, and the coupling is $-\sum_bJ_b\pi_b/I_b$. For one pair of modes put $\kappa=\zeta_{rs}^bJ_b/I_b$, treating $J_b$ as a number. This gives the required coefficient of $J_b^2$: rotational energies in the denominators matter at higher order, and for real vibrational functions the second-order coefficients of $J_aJ_b$ are symmetric, so no commutator term survives. Since $\zeta_{sr}=-\zeta_{rs}$,

$$H_{rs}=\tfrac12(P_r^2+P_s^2+\omega_r^2Q_r^2+\omega_s^2Q_s^2)-\kappa(Q_rP_s-Q_sP_r).$$

Hamilton's equations are

$$\dot Q_r=P_r+\kappa Q_s,\quad \dot Q_s=P_s-\kappa Q_r,$$
$$\dot P_r=-\omega_r^2Q_r+\kappa P_s,\quad \dot P_s=-\omega_s^2Q_s-\kappa P_r.$$

Eliminating the momenta gives

$$\ddot Q_r=-(\omega_r^2-\kappa^2)Q_r+2\kappa\dot Q_s,\qquad
\ddot Q_s=-(\omega_s^2-\kappa^2)Q_s-2\kappa\dot Q_r.$$

For motion $e^{-i\Omega t}$ these require

$$(\omega_r^2-\kappa^2-\Omega^2)(\omega_s^2-\kappa^2-\Omega^2)=4\kappa^2\Omega^2.$$

Set $\Omega^2=\omega_r^2+\delta$, with $\delta$ of order $\kappa^2$. To that order $(-\kappa^2-\delta)(\omega_s^2-\omega_r^2)=4\kappa^2\omega_r^2$, and so

$$\delta=-\kappa^2+\frac{4\kappa^2\omega_r^2}{\omega_r^2-\omega_s^2}
=\kappa^2\frac{3\omega_r^2+\omega_s^2}{\omega_r^2-\omega_s^2}.$$

For small $\kappa$ the quadratic Hamiltonian has quantum energies $\Omega(v+\frac12)$ for each normal frequency. The shift $\delta/(2\omega_r)$, with $\kappa^2=4B_b^2(\zeta_{rs}^b)^2J_b^2$, therefore changes $B_b$ by

$$\frac{2B_b^2}{\omega_r}\sum_{s\ne r}(\zeta_{rs}^b)^2\frac{3\omega_r^2+\omega_s^2}{\omega_r^2-\omega_s^2}\left(v_r+\tfrac12\right).$$

Pairs add independently at this order, because each changes the quanta of its own two modes and reaches different intermediate states. The expansion fails when $|\omega_r-\omega_s|$ is comparable with $|\kappa|$.

## (d) What does the cubic potential contribute?

**Solution.** In a stationary vibrational state the mean force is zero. Thus

$$0=\omega_s^2\langle Q_s\rangle+\tfrac12\sum_{rt}\Phi_{rts}\langle Q_rQ_t\rangle.$$

The second term is already linear in $\Phi$, so harmonic averages suffice:

$$\langle Q_s\rangle=-\frac1{2\omega_s^2}\sum_r\frac{\Phi_{rrs}}{\omega_r}\left(v_r+\tfrac12\right).$$

The linear part of $\frac12\mu_{bb}$ is $-\sum_sa_s^{bb}Q_s/(2I_b^2)=-2B_b^2\sum_sa_s^{bb}Q_s$. Its average from excitation in mode $r$ is

$$\frac{2B_b^2}{\omega_r}\,\frac12\sum_s\frac{\Phi_{rrs}a_s^{bb}}{\omega_s^2}\left(v_r+\tfrac12\right).$$

Vibration in mode $r$ thus displaces the mean structure along mode $s$. Only the semidiagonal constants $\Phi_{rrs}$ enter.

## (e) Find $\alpha$, state what has been neglected, and check a diatomic.

**Solution.** Define $B_b(v)=B_b^e-\sum_r\alpha_r^b(v_r+\frac12)$. The minus sign reverses the three contributions:

$$\boxed{\alpha_r^b=-\frac{2B_b^2}{\omega_r}\left[\sum_a\frac{3(a_r^{ab})^2}{4I_a}+\sum_{s\ne r}(\zeta_{rs}^b)^2\frac{3\omega_r^2+\omega_s^2}{\omega_r^2-\omega_s^2}+\frac12\sum_s\frac{\Phi_{rrs}a_s^{bb}}{\omega_s^2}\right]}$$

Let $\epsilon=\sqrt{B/\omega}$. Since $a\sim\sqrt I$ and $Q\sim\omega^{-1/2}$, the relative change $aQ/I$ is of order $\epsilon$. The retained corrections are of relative order $\epsilon^2$. For example, the linear term in $\mu$, of size $B\epsilon$, acting twice gives $B^2\epsilon^2/\omega=B\epsilon^4$. This is centrifugal distortion, including any $J^2$ part from operator reordering. The scalar term in $H$, which shifts $\langle Q\rangle$, also changes $B$ by $B\epsilon^4$. So does the omitted term $\tfrac12\boldsymbol\pi^T\mu\boldsymbol\pi$. Its leading part, of size $B$, alters the vibrational functions by $B/\omega=\epsilon^2$ and hence the retained corrections by that fraction. Its part linear in $Q$, of size $B\epsilon$, combines with the linear term of $\mu$ to give $B^2\epsilon^2/\omega$. The quartic potential, the cubic potential beyond first order, and the third- and fourth-order terms of $\mu$ are also neglected. If each further derivative of $V$ brings a factor of order $I^{-1/2}$, so that the cubic and quartic terms are of size $\omega\epsilon$ and $\omega\epsilon^2$, these too change $B$ by $B\epsilon^4$. They carry large numerical factors and partly cancel, so a single one can far exceed the net remainder. The remainder is therefore of relative order $(B/\omega)^2$. The counting presumes this scaling of the force constants, small amplitudes and no vibrational resonance.

For a diatomic, with $b$ perpendicular to the bond, the same expansion of $1/r^2$ applies. With reduced mass $m_r$, $I=m_rr^2$ and $Q=\sqrt{m_r}\,x$, one has $a=2\sqrt I$. The harmonic bracket is 3 and there is no Coriolis partner:

$$\alpha=-\frac{2B^2}{\omega}\left(3+\frac{\Phi\sqrt I}{\omega^2}\right).$$

A Morse potential $D(1-e^{-\beta x})^2$ has second and third derivatives $2D\beta^2$ and $-6D\beta^3$. Hence $\omega^2=2D\beta^2/m_r$ and $\Phi=-3\beta\omega^2/\sqrt{m_r}$, which give

$$\alpha=\frac{6B^2}{\omega}(\beta r_e-1).$$

For $\beta r_e>1$, bond lengthening outweighs the harmonic average and $B$ falls on excitation.

## (f) Does a near Coriolis resonance spoil the ground-state correction?

**Solution.** In $\sum_r\alpha_r$, modes $r$ and $s$ enter as a pair. Including the prefactors $1/\omega$, their bracket terms add to $(\zeta_{rs}^b)^2$ times

$$\frac{\omega_s(3\omega_r^2+\omega_s^2)-\omega_r(3\omega_s^2+\omega_r^2)}{\omega_r\omega_s(\omega_r^2-\omega_s^2)}
=\frac{(\omega_s-\omega_r)^3}{\omega_r\omega_s(\omega_r^2-\omega_s^2)}
=-\frac{(\omega_r-\omega_s)^2}{\omega_r\omega_s(\omega_r+\omega_s)}.$$

The pole has cancelled. The Coriolis part of the ground-state correction is

$$\frac12\sum_r\alpha_{r,\mathrm{Cor}}^b=B_b^2\sum_{r<s}(\zeta_{rs}^b)^2\frac{(\omega_r-\omega_s)^2}{\omega_r\omega_s(\omega_r+\omega_s)}\ge0.$$

It vanishes when the frequencies coincide, although the separate $\alpha_r$ then diverge.

## (g) Define the semi-experimental structure and the calculation it requires.

**Solution.** Setting every $v_r=0$ gives

$$B_b^{\mathrm{SE}}=B_{0,b}^{\mathrm{measured}}+\frac12\sum_r\alpha_r^{b,\mathrm{computed}}.$$

The semi-experimental structure is the geometry whose rigid-rotor constants reproduce these values. If one isotopologue has too few independent constants, several are fitted together by least squares, with one common equilibrium geometry and separate $\alpha$ for each set of masses. The common geometry is a Born–Oppenheimer assumption. Before use, the measured constants must be freed of centrifugal terms introduced by the fitting Hamiltonian and of the electronic contribution to rotation.

A coupled-cluster calculation supplies its own minimum and Hessian there. The cubic constants follow from Hessians displaced along the normal coordinates:

$$\Phi_{rrs}\simeq\frac{V_{rr}(+\Delta Q_s)-V_{rr}(-\Delta Q_s)}{2\Delta Q_s}.$$

Let $\eta$ be the error of $\frac12\sum\alpha$. Since $I\propto1/B$, a uniform relative error $\eta/B$ changes lengths by the fraction $-\eta/(2B)$. An error of the computed surface therefore acts through a small correction, not directly through its bond length.

## (h) Test the correction on a molecule whose equilibrium structure is known.

Take a bent XY$_2$ model with end masses 15 u and central mass 30 u. The "true" surface has bond length 1.400 Å and angle 115.0°. Accurate variational levels with $J=0$ and $J=1$ on it supply $B_0$ in place of measurements. These constants are not freed of centrifugal distortion, which lowers $A_0$ by about 2.5 MHz and moves the derived angle by about 0.001°. A "computed" surface, with minimum at 1.410 Å and 114.0° and altered force constants, supplies $\alpha$. Neither surface represents a named substance. Modes 1, 2 and 3 are the symmetric stretch, bend and antisymmetric stretch.

**Solution.** First check one Coriolis term on the true surface. For mode 1 and axis $C$, the harmonic frequencies are $\omega_1=1122.68$ and $\omega_3=1281.08$ cm$^{-1}$, and $|\zeta_{13}|=0.3624$. The constant $C_e=10044.80$ MHz equals 0.33506 cm$^{-1}$, so $2C_e^2/\omega_1=5.996$ MHz. The frequency ratio in the formula is $-14.24$, and the contribution is

$$-5.996\times0.3624^2\times(-14.24)=11.21\ \mathrm{MHz}.$$

Modes 2 and 3 contribute 20.36 and $-27.39$ MHz. The three add to 4.18 MHz, positive as part (f) requires.

The formula can be compared with $\alpha$ taken directly from the variational levels. The largest discrepancy is in $\alpha_2^A$: $-755.75$ against $-773.28$ MHz, or 2.3% of the largest $\alpha$ on that axis. Making all masses four times larger halves $B/\omega$. The relative error of the $\alpha$ set is then multiplied by 0.496, and the relative remainder in the ground-state constants by 0.248, in agreement with the orders found in (e).

For the semi-experimental constants, in MHz,

$$A:\ 59744.91-166.69=59578.22,$$
$$B:\ 12044.74+37.16\simeq12081.91,$$
$$C:\ 9992.74+50.45=10043.19,$$

where the last digit of $B$ reflects rounding of the terms. Let $r$ be the Y–Y distance and $R$ the distance from its midpoint to X. Then $I_A=(15\,\mathrm u)R^2$ and $I_B=(7.5\,\mathrm u)r^2$. Converting the constants gives $I_A=8.4826$ and $I_B=41.829$ u Å$^2$, hence $R=0.7520$ Å and $r=2.3616$ Å. The bond length and angle are

$$\sqrt{r^2/4+R^2}=1.3999\ \text{Å},\qquad 2\arctan\frac r{2R}=115.02^\circ.$$

| Structure from $A,B$ | Bond / Å | Angle / ° |
|---|---:|---:|
| True equilibrium | 1.4000 | 115.00 |
| Computed minimum | 1.4100 | 114.00 |
| From $B_0$, uncorrected | 1.4009 | 115.17 |
| Corrected without cubic part | 1.4041 | 115.00 |
| Semi-experimental | 1.3999 | 115.02 |

Omitting the cubic part makes the bond worse than no correction at all, although the angle happens to be slightly better than the semi-experimental one. By (d), this partial correction leaves, to leading order, the constants of the mean positions, not those of the minimum. With the harmonic and Coriolis parts of the true surface it gives 1.4043 Å and 114.98°: a longer bond, and an angle 0.02° below equilibrium. The tabulated 115.00° lies closer only because the harmonic correction to $A$ from the computed surface is 54 MHz too small in size.

The correction to $A$ is the least well transferred. Its value is $-166.69$ MHz from the computed surface and $-197.73$ MHz from the true one, a difference of 31 MHz, or 16% of the true value. Two effects contribute about equally: the prefactor $2A^2$ and cancellation between the parts. On the true surface the harmonic and Coriolis parts give $-600.2$ MHz and the cubic part $+402.4$ MHz; on the computed surface they give $-546.4$ and $+379.7$ MHz. The computed $A_e$, 57130.78 MHz, is 4% below the true 59543.84 MHz, so the prefactor $2A^2$ is 8% smaller, whereas $B_e$ and $C_e$ differ by only 0.3% and 1%. This common factor scales the parts and their sum alike and accounts for 15.7 MHz. After it is removed the parts still differ by 6.2 and 9.2 MHz, only 1% and 2% of the true parts. Because the parts largely cancel, these 15.3 MHz are a further 8% of the true sum. Both effects stem mainly from the displaced minimum: changing only the geometry shifts the correction by 27 MHz (the angle alone by 23 MHz), and changing only the force constants shifts it by 4 MHz. Even so, $A^{\mathrm{SE}}$ lies only 34 MHz, or 0.06%, above the true $A_e$.

A further check needs no knowledge of the true structure. A rigid planar molecule has $I_C-I_A-I_B=0$. This inertial defect is 0.157 u Å$^2$ from $B_0$ and 0.009 u Å$^2$ after correction. To leading order the cubic part cannot affect it, because an in-plane mean displacement leaves the molecule planar. The small defect therefore checks one combination of the harmonic and Coriolis parts, not each constant separately, and cannot certify the cubic part on which the bond length depends. The full set of values is in the numerical output.

## Calculated quantities

```
masses: end atoms 15.0 u, central atom 30.0 u
true surface: bond 1.400 angstrom, angle 115.0 deg, Morse depth 5.00 eV,
   Morse exponent 2.30 1/angstrom, bend constant 7.00 eV/rad^2
computed surface: bond 1.410 angstrom, angle 114.0 deg, Morse depth 5.10 eV,
   Morse exponent 2.30 1/angstrom, bend constant 7.20 eV/rad^2
modes: 1 symmetric stretch, 2 bend, 3 antisymmetric stretch
harmonic, true (cm^-1): 1122.68  443.91  1281.08
harmonic, computed (cm^-1): 1137.28  445.66  1290.82
variational fundamentals, true (cm^-1): 1106.16  442.40  1260.45
Coriolis constants about c: |zeta_13| = 0.3624, |zeta_23| = 0.9320
alpha on true surface (MHz): harmonic, Coriolis, cubic, total | variational
  mode 1 axis A:   -321.49     -0.00     94.98   -226.51 |   -221.51
  mode 1 axis B:    -12.79      0.00     98.36     85.57 |     84.63
  mode 1 axis C:    -15.63     11.21     70.68     66.26 |     66.10
  mode 2 axis A:   -785.43      0.00     29.67   -755.75 |   -773.28
  mode 2 axis B:    -33.48      0.00    -25.25    -58.73 |    -58.75
  mode 2 axis C:     -5.97     20.36    -16.60     -2.22 |     -1.98
  mode 3 axis A:    -93.44     -0.00    680.25    586.81 |    586.97
  mode 3 axis B:    -18.96     -0.00     68.75     49.79 |     50.39
  mode 3 axis C:     -0.00    -27.39     66.87     39.48 |     40.56
rotational constants A, B, C (MHz):
  B_e true: 59543.84  12083.19  10044.80
  B_0 variational (as measured): 59744.91  12044.74  9992.74
  B_e true - half sum alpha true: 59741.57  12044.87  9993.04
  half sum alpha, true: -197.73  38.32  51.76
  half sum alpha, computed: -166.69  37.16  50.45
  same without cubic part: -546.35  -32.31  -8.45
  semi-experimental B_e: 59578.22  12081.91  10043.19
  B_e computed surface: 57130.78  12046.89  9948.99
structures from A and B: bond (angstrom), angle (deg)
  true equilibrium: 1.40000  115.0000
  computed minimum: 1.41000  114.0000
  r_0 (uncorrected): 1.40091  115.1701
  corrected without cubic: 1.40411  115.0015
  semi-experimental: 1.39994  115.0177
inertial defect from B_0: 0.15720 u angstrom^2
inertial defect, semi-experimental: 0.00852 u angstrom^2
largest basis-set change of a variational constant: 2.3e-05 MHz
largest alpha error / largest alpha of that axis: 0.0232
masses x4: alpha relative error multiplied by 0.496 (order: 1/2)
masses x4: B_0 relative remainder multiplied by 0.248 (order: 1/4)
```
